# Why a density-detected time-of-flight trace is not the effusive flux distribution: a numerical check

```python
# RESULT UNDER TEST: a short gate cuts a pulse from an effusive beam. A thin,
# weakly ionizing detector at distance L then records a number density
#     S(t) ~ F(v)/t,   v = L/t,   F(v) = 2 v^3 exp(-v^2/vp^2)/vp^4,
# where F is the flux distribution per unit speed and vp = sqrt(2 k T/m).
# Hence v*S is the arrival rate per unit time, while t*S is F per unit speed.
# Symbols: T source temperature, m atomic mass, L flight path, t flight time.
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.optimize import curve_fit, minimize_scalar

k = const.k
T = 1400.0                        # K
m = 119.902 * const.atomic_mass   # tin, mass number 120
L = 0.50                          # m
gate = 20e-6                      # s
ionizer = 0.010                   # m
orifice = 1.0e-3                  # m
p_source = 1.5e-3                 # Torr, rough
diameter = 0.4e-9                 # m, rough collision diameter
vp = np.sqrt(2 * k * T / m)
tau = L / vp


def flux_speed(v, scale=vp):
    return 2 * v**3 / scale**4 * np.exp(-(v / scale)**2)


def density_signal(t, x=L, scale=vp):
    return flux_speed(x / t, scale) / t


def temperature(t, signal, power=1):
    # flux-average energy is 2kT; power=1 weights the signal by speed
    v = L / t
    mean_v2 = trapezoid(v**(power + 2) * signal, t) / trapezoid(v**power * signal, t)
    return m * mean_v2 / (4 * k)


# ---- particle simulation: Maxwell gas behind the orifice, no use of F or S
rng = np.random.default_rng(7)
sigma_v = np.sqrt(k * T / m)
depth = 5 * vp * gate
speeds, starts, cosines = [], [], []
for _ in range(5):
    vz = rng.normal(0, sigma_v, 4_000_000)
    z = -depth * rng.random(vz.size)
    crosses = (vz > 0) & (z + vz * gate > 0)
    vz, z = vz[crosses], z[crosses]
    vx, vy = rng.normal(0, sigma_v, (2, vz.size))
    v = np.sqrt(vx**2 + vy**2 + vz**2)
    speeds.append(v)
    starts.append(-z / vz)
    cosines.append(vz / v)
speeds, starts, cosines = map(np.concatenate, (speeds, starts, cosines))
number = speeds.size
enter = np.sort(starts + (L - ionizer / 2) / speeds)
leave = np.sort(starts + (L + ionizer / 2) / speeds)
arrive = starts + L / speeds - gate / 2


def count_inside(flight_time):
    clock = flight_time + gate / 2
    return (np.searchsorted(enter, clock, side='right')
            - np.searchsorted(leave, clock, side='right')).astype(float)


# speed distribution does not depend on the emission angle
near_axis = np.mean(speeds[cosines > 0.9]**2)
assert abs(near_axis / np.mean(speeds**2) - 1) < 0.01

# pointwise: counts inside the ionizer against direct histograms and formula
# tolerance 6 percent: counting noise is 1 to 2 percent per point
for ratio in (0.8, 1.0, 1.2, 1.4, 1.6, 1.8):
    v0 = ratio * vp
    t0 = L / v0
    inside = count_inside(t0)
    half = 0.05 * vp
    F_hist = np.mean(np.abs(speeds - v0) < half) / (2 * half)
    half_t = 0.02 * t0
    rate_hist = np.sum(np.abs(arrive - t0) < half_t) / (2 * half_t)
    assert abs(t0 * inside / (number * ionizer) / F_hist - 1) < 0.06
    assert abs(v0 * inside / ionizer / rate_hist - 1) < 0.06
    assert abs(inside / (number * ionizer * density_signal(t0)) - 1) < 0.06

# energy averages of the simulated density signal
t_grid = np.geomspace(0.15 * tau, 60 * tau, 20000)
sim = count_inside(t_grid)
T_sim_weighted = temperature(t_grid, sim, 1)
T_sim_plain = temperature(t_grid, sim, 0)
assert abs(T_sim_weighted / T - 1) < 0.01
assert abs(T_sim_plain / (0.75 * T) - 1) < 0.01

# whole-curve fits to the simulated signal
t_fit = np.linspace(0.3e-3, 4.0e-3, 186)
data = count_inside(t_fit)
data = data / data.max()


def fit_temperature(power):
    def model(t, amplitude, relative_T):
        u = t / tau
        return amplitude * u**(-power) * np.exp(-1 / (relative_T * u**2))
    best, _ = curve_fit(model, t_fit, data, p0=(1.0, 0.9))
    return best[1] * T, np.sqrt(np.mean((model(t_fit, *best) - data)**2))


T_fit_density, rms_density = fit_temperature(4)
T_fit_flux, rms_flux = fit_temperature(5)
assert abs(T_fit_density / T - 1) < 0.015
assert T_fit_flux < 0.9 * T and rms_flux > 2 * rms_density


# ---- peaks found numerically, then misread as peaks of another quantity
def peak(function, low, high):
    found = minimize_scalar(lambda q: -function(q * high), bounds=(low / high, 1),
                            method='bounded', options={'xatol': 1e-10})
    return found.x * high


t_S = peak(lambda t: density_signal(t) * tau * vp, 0.2 * tau, 2 * tau)
t_rate = peak(lambda t: L / t * density_signal(t) * tau, 0.2 * tau, 2 * tau)
v_F = peak(lambda v: flux_speed(v) * vp, 0.2 * vp, 3 * vp)
v_S = peak(lambda v: density_signal(L / v) * tau * vp, 0.2 * vp, 3 * vp)
v_vS = peak(lambda v: v * density_signal(L / v) * tau, 0.2 * vp, 3 * vp)
assert abs(t_S / (tau / np.sqrt(2)) - 1) < 1e-5
assert abs(t_rate / (tau * np.sqrt(0.4)) - 1) < 1e-5
assert abs(v_F / (vp * np.sqrt(1.5)) - 1) < 1e-5
T_time_misread = T * (t_rate / t_S)**2
T_S_misread = T * (v_S / v_F)**2
T_vS_misread = T * (v_vS / v_F)**2
for value, factor in ((T_time_misread, 4/5), (T_S_misread, 4/3), (T_vS_misread, 5/3)):
    assert abs(value / (factor * T) - 1) < 1e-4

# ---- ionizer: weak ionization sees density, complete ionization sees flux
sigma_ion = 1e-19                 # m^2, rough
current_density = 100.0           # A/m^2 (10 mA/cm^2)
kappa = sigma_ion * current_density / const.e * ionizer


def ion_signal(t, strength):
    v = L / t
    return flux_speed(v) * L / t**2 * -np.expm1(-strength / v)


T_depletion = temperature(t_grid, ion_signal(t_grid, kappa))
saturated = ion_signal(t_grid, 100 * vp)
T_sat_plain = temperature(t_grid, saturated, 0)
T_sat_weighted = temperature(t_grid, saturated, 1)
assert abs(T_depletion / T - 1) < 0.005
assert abs(T_sat_plain / T - 1) < 0.001
assert abs(T_sat_weighted / (1.25 * T) - 1) < 0.001

# ---- other neglected effects, as temperatures from the speed-weighted signal
nodes, weights = np.polynomial.legendre.leggauss(8)
blurred = np.zeros_like(t_grid)
for a, wa in zip(nodes, weights):
    for b, wb in zip(nodes, weights):
        blurred += wa * wb / 4 * density_signal(t_grid - a * gate / 2, L + b * ionizer / 2)
T_blur = temperature(t_grid, blurred)
ion_energy, ion_path = 10.0, 0.20  # eV, m
delay = ion_path / np.sqrt(2 * ion_energy * const.e / m)
T_delay = temperature(t_grid, density_signal(t_grid - delay))
p_back, T_back, sigma_back = 1e-7, 300.0, 5e-18   # Torr, K, m^2 (rough)
m_back = 28.0 * const.atomic_mass                 # nitrogen
n_back = p_back * const.torr / (k * T_back)


def scattered_fraction(v):
    # rms relative speed is an upper bound on the mean relative speed
    relative = np.sqrt(v**2 + 3 * k * T_back / m_back)
    return -np.expm1(-n_back * sigma_back * L * relative / v)


T_scatter = temperature(t_grid, density_signal(t_grid) * (1 - scattered_fraction(L / t_grid)))
dimer = 0.01                      # assumed number fraction in the source
dimer_signal = dimer / np.sqrt(2) * density_signal(t_grid, L, vp / np.sqrt(2))
T_dimer = temperature(t_grid, density_signal(t_grid) + dimer_signal)
free_path = k * T / (np.sqrt(2) * np.pi * diameter**2 * p_source * const.torr)
drop = const.g * t_S**2 / 2

# ---- printed numbers
print(f"source T = {T:.0f} K, Sn mass = {m/const.atomic_mass:.3f} u, kT = {k*T/const.e:.4f} eV")
print(f"flight path = {L:.2f} m, gate = {gate*1e6:.0f} us, ionizer length = {ionizer*1e3:.0f} mm")
print(f"vp = {vp:.1f} m/s, L/vp = {tau*1e3:.4f} ms")
print(f"peak of density signal S(t): {t_S*1e3:.4f} ms")
print(f"peak of arrival rate v*S: {t_rate*1e3:.4f} ms")
print(f"peak of flux speed distribution F(v): {v_F:.1f} m/s")
print(f"peak of S plotted against v: {v_S:.1f} m/s")
print(f"peak of v*S plotted against v: {v_vS:.1f} m/s")
print("table, each column relative to its own maximum:")
print("t (ms)   v (m/s)   S       v*S     t*S = F")
for t0 in np.array([0.5, 0.8, 1.2, 2.0]) * 1e-3:
    S0 = density_signal(t0)
    print(f"{t0*1e3:.1f}      {L/t0:7.1f}   {S0/density_signal(t_S):.4f}  "
          f"{S0/t0/(density_signal(t_rate)/t_rate):.4f}  {t0*S0/flux_speed(v_F):.4f}")
print(f"mean energy, density average 3kT/2 = {1.5*k*T/const.e:.4f} eV")
print(f"mean energy, flux average 2kT = {2*k*T/const.e:.4f} eV")
print(f"simulated molecules through gate = {number}")
print(f"simulation: mean energy weighted by S = {2*k*T_sim_plain/const.e:.4f} eV")
print(f"simulation: mean energy weighted by v*S = {2*k*T_sim_weighted/const.e:.4f} eV")
print(f"simulation: T from v*S average = {T_sim_weighted:.0f} K")
print(f"simulation: T if S average is called flux average = {T_sim_plain:.0f} K")
print(f"fit of t^-4 density form: T = {T_fit_density:.0f} K, rms misfit = {100*rms_density:.2f} % of peak")
print(f"fit of t^-5 flux form to S: T = {T_fit_flux:.0f} K, rms misfit = {100*rms_flux:.2f} % of peak")
print(f"S(t) peak misread as arrival-rate peak: T = {T_time_misread:.0f} K")
print(f"S against v misread as F(v): T = {T_S_misread:.0f} K")
print(f"v*S against v misread as F(v): T = {T_vS_misread:.0f} K")
print(f"ionizer: cross section = {sigma_ion:.1e} m^2, current density = {current_density/10:.0f} mA/cm^2")
print(f"ionization probability at vp = {-np.expm1(-kappa/vp):.2e}")
print(f"T with ionizer depletion = {T_depletion:.1f} K")
print(f"complete ionization: T without speed factor = {T_sat_plain:.0f} K, with it = {T_sat_weighted:.0f} K")
print(f"source: p = {p_source:.1e} Torr, orifice = {orifice*1e3:.1f} mm, diameter = {diameter*1e9:.1f} nm")
print(f"source mean free path = {free_path*1e3:.0f} mm, Knudsen number = {free_path/orifice:.0f}")
print(f"T with gate and ionizer blur = {T_blur:.1f} K")
print(f"ion energy = {ion_energy:.0f} eV, ion path = {ion_path:.2f} m, ion delay = {delay*1e6:.1f} us")
print(f"T if ion delay is not subtracted = {T_delay:.0f} K")
print(f"background N2: p = {p_back:.0e} Torr, T = {T_back:.0f} K, cross section = {sigma_back:.0e} m^2")
print(f"scattered fraction at vp (upper bound) = {100*scattered_fraction(vp):.2f} %")
print(f"T with background scattering = {T_scatter:.1f} K")
print(f"T with {100*dimer:.0f} % dimers in source, all read as atoms = {T_dimer:.1f} K")
print(f"gravity drop at S(t) peak time = {drop*1e6:.2f} um")
print("verified")
```

Running it gives:

```
source T = 1400 K, Sn mass = 119.902 u, kT = 0.1206 eV
flight path = 0.50 m, gate = 20 us, ionizer length = 10 mm
vp = 440.6 m/s, L/vp = 1.1347 ms
peak of density signal S(t): 0.8024 ms
peak of arrival rate v*S: 0.7177 ms
peak of flux speed distribution F(v): 539.7 m/s
peak of S plotted against v: 623.2 m/s
peak of v*S plotted against v: 696.7 m/s
table, each column relative to its own maximum:
t (ms)   v (m/s)   S       v*S     t*S = F
0.5       1000.0   0.2841  0.4302  0.1653
0.8        625.0   1.0000  0.9465  0.9310
1.2        416.7   0.6040  0.3811  0.8435
2.0        250.0   0.1387  0.0525  0.3229
mean energy, density average 3kT/2 = 0.1810 eV
mean energy, flux average 2kT = 0.2413 eV
simulated molecules through gate = 1126634
simulation: mean energy weighted by S = 0.1806 eV
simulation: mean energy weighted by v*S = 0.2411 eV
simulation: T from v*S average = 1399 K
simulation: T if S average is called flux average = 1048 K
fit of t^-4 density form: T = 1398 K, rms misfit = 0.32 % of peak
fit of t^-5 flux form to S: T = 1088 K, rms misfit = 3.64 % of peak
S(t) peak misread as arrival-rate peak: T = 1120 K
S against v misread as F(v): T = 1867 K
v*S against v misread as F(v): T = 2333 K
ionizer: cross section = 1.0e-19 m^2, current density = 10 mA/cm^2
ionization probability at vp = 1.42e-03
T with ionizer depletion = 1400.2 K
complete ionization: T without speed factor = 1400 K, with it = 1750 K
source: p = 1.5e-03 Torr, orifice = 1.0 mm, diameter = 0.4 nm
source mean free path = 136 mm, Knudsen number = 136
T with gate and ionizer blur = 1400.8 K
ion energy = 10 eV, ion path = 0.20 m, ion delay = 49.9 us
T if ion delay is not subtracted = 1202 K
background N2: p = 1e-07 Torr, T = 300 K, cross section = 5e-18 m^2
scattered fraction at vp (upper bound) = 1.23 %
T with background scattering = 1402.1 K
T with 1 % dimers in source, all read as atoms = 1395.1 K
gravity drop at S(t) peak time = 3.16 um
verified
```
